# Projected range and concentration peak in a Pearson IV implant profile: a numerical check

```python
"""
Result under test: a Pearson IV implant profile with mean depth Rp, standard
deviation sigma, skewness gamma and kurtosis beta has its only peak at
    Rp + a,   a = -gamma*sigma*(beta+3)/(10*beta - 12*gamma**2 - 18),
so negative skewness puts the peak deeper than the projected range Rp.
The offset satisfies |gamma|*sigma/10 < |a| < |gamma|*sigma/2.
Symbols: s = x - Rp; q(s) = c0 - a*s + c2*s**2 is the denominator in
f'/f = -(s-a)/q(s). Depths are in nm, dose in cm^-2, concentration in cm^-3.
Moments refer to the full line, before truncation at the surface x = 0.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar


def coefficients(sigma, gamma, beta):
    A = 10 * beta - 12 * gamma**2 - 18
    a = -gamma * sigma * (beta + 3) / A
    c0 = sigma**2 * (4 * beta - 3 * gamma**2) / A
    c2 = (2 * beta - 3 * gamma**2 - 6) / A
    return a, c0, c2


def kurtosis_limit(gamma):
    g = gamma**2
    return (39 * g + 48 + 6 * (g + 4)**1.5) / (32 - g)


class PearsonIV:
    def __init__(self, sigma, gamma, beta):
        self.a, self.c0, self.c2 = coefficients(sigma, gamma, beta)
        self.s0 = self.a / (2 * self.c2)
        self.w = np.sqrt(4 * self.c0 * self.c2 - self.a**2) / (2 * self.c2)
        self.m = 1 / (2 * self.c2)
        self.nu = (self.s0 - self.a) / (self.c2 * self.w)
        self.log_reference = self.log_shape(self.a)
        self.norm = self.integral(lambda s: 1.0)

    def log_shape(self, s):
        u = (s - self.s0) / self.w
        return -self.m * np.log1p(u * u) - self.nu * np.arctan(u)

    def integral(self, function, low=-np.inf, high=np.inf):
        """Integrate function times unnormalized density, s = s0 + w tan(t)."""
        def integrand(t):
            s = self.s0 + self.w * np.tan(t)
            weight = np.exp(self.log_shape(s) - self.log_reference)
            return function(s) * weight * self.w / np.cos(t)**2
        edges = [low, high]
        if low < self.a < high:
            edges.insert(1, self.a)
        angles = [np.arctan((e - self.s0) / self.w) for e in edges]
        return sum(quad(integrand, l, h, epsabs=1e-10, epsrel=1e-10,
                        limit=300)[0] for l, h in zip(angles, angles[1:]))

    def density(self, s):
        return np.exp(self.log_shape(s) - self.log_reference) / self.norm

    def measured_moments(self):
        mean = self.integral(lambda s: s) / self.norm
        central = [self.integral(lambda s, n=n: (s - mean)**n) / self.norm
                   for n in (2, 3, 4)]
        sd = np.sqrt(central[0])
        return mean, sd, central[1] / sd**3, central[2] / sd**4


def numerical_mode(log_function, low, high):
    found = minimize_scalar(lambda s: -log_function(s), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-9})
    return found.x


def check_profile(profile, sigma, gamma, beta):
    mean, sd, skew, kurt = profile.measured_moments()
    assert abs(mean) < 1e-6 * sigma
    assert abs(sd / sigma - 1) < 1e-6
    assert abs(skew - gamma) < 1e-5
    assert abs(kurt / beta - 1) < 1e-5
    mode = numerical_mode(profile.log_shape, -3 * sigma, 3 * sigma)
    # A maximum is located only to about the square root of rounding error.
    assert abs(mode - profile.a) < 1e-5 * sigma
    return mean, sd, skew, kurt, mode


# Random type IV profiles of both skewness signs, and a symmetric one.
rng = np.random.default_rng(7)
number_of_profiles = 40
offset_ratios = []
for i in range(number_of_profiles):
    gamma_i = (-1)**i * rng.uniform(0.1, 1.2)
    beta_i = kurtosis_limit(gamma_i) + rng.uniform(0.2, 3.0)
    trial = PearsonIV(1.0, gamma_i, beta_i)
    mean_i, _, _, _, mode_i = check_profile(trial, 1.0, gamma_i, beta_i)
    ratio = (mode_i - mean_i) / (-gamma_i)
    assert 0.1 < ratio < 0.5
    offset_ratios.append(ratio)
symmetric = check_profile(PearsonIV(1.0, 0.0, 4.0), 1.0, 0.0, 4.0)
assert abs(symmetric[4] - symmetric[0]) < 1e-5

# Type IV region: kurtosis condition against computed roots of q.
count_type_iv = 0
number_of_pairs = 2000
for _ in range(number_of_pairs):
    g = rng.uniform(-6.5, 6.5)
    b = 1 + g * g + np.exp(rng.uniform(-2, 7))
    a_t, c0_t, c2_t = coefficients(1.0, g, b)
    complex_roots = bool(np.all(np.iscomplex(np.roots([c2_t, -a_t, c0_t]))))
    predicted = g * g < 32 and b > kurtosis_limit(g)
    assert complex_roots == predicted
    if complex_roots:
        count_type_iv += 1
        assert 0 < c2_t < 0.2 and a_t * g < 0
assert 100 < count_type_iv < number_of_pairs - 100

# Worked example.
dose, Rp, sigma, gamma, beta = 1e14, 300.0, 70.0, -0.8, 5.0
p = PearsonIV(sigma, gamma, beta)
mean, sd, skew, kurt, mode = check_profile(p, sigma, gamma, beta)
assert mode > mean
A = 10 * beta - 12 * gamma**2 - 18
D = 2 * beta - 3 * gamma**2 - 6
nm_per_cm = 1e7
peak_concentration = dose * p.density(mode) * nm_per_cm
mean_concentration = dose * p.density(0.0) * nm_per_cm
gaussian_peak = dose / (np.sqrt(2 * np.pi) * sigma) * nm_per_cm
median = brentq(lambda t: p.integral(lambda s: 1.0, high=t) / p.norm - 0.5,
                -sigma, sigma)
assert mean < median < mode
deeper_fraction = p.integral(lambda s: 1.0, low=0.0) / p.norm
h = 0.01
slope = (np.log(p.density(h)) - np.log(p.density(-h))) / (2 * h)
assert slope > 0 and abs(slope / (p.a / p.c0) - 1) < 1e-5
q_mode = p.c0 - p.a**2 + p.c2 * p.a**2
ratio_exact = mean_concentration / peak_concentration
ratio_estimate = np.exp(-p.a**2 / (2 * q_mode))
# The estimate drops cubic terms; the deficit itself should hold to 15%.
assert abs((1 - ratio_estimate) / (1 - ratio_exact) - 1) < 0.15


def retained(range_value):
    amount = p.integral(lambda s: 1.0, low=-range_value)
    first = p.integral(lambda s: s, low=-range_value)
    return amount / p.norm, range_value + first / amount


deep_fraction, deep_mean = retained(Rp)
shallow_Rp = 50.0
shallow_fraction, shallow_mean = retained(shallow_Rp)
assert Rp < deep_mean < Rp + mode
assert shallow_mean > shallow_Rp + mode

# A Weibull density: positive skewness, yet mode deeper than mean.
shape, scale = 3.45, 100.0


def weibull(x):
    return shape / scale * (x / scale)**(shape - 1) * np.exp(-(x / scale)**shape)


def weibull_average(function):
    return quad(lambda x: function(x) * weibull(x), 0, 5 * scale,
                points=[scale], epsabs=1e-10, epsrel=1e-10, limit=200)[0]


assert abs(weibull_average(lambda x: 1.0) - 1) < 1e-9
wb_mean = weibull_average(lambda x: x)
wb_sd = np.sqrt(weibull_average(lambda x: (x - wb_mean)**2))
wb_skew = weibull_average(lambda x: ((x - wb_mean) / wb_sd)**3)
wb_mode = numerical_mode(lambda x: np.log(weibull(x)), 20.0, 200.0)
assert wb_skew > 0.01 and wb_mode > wb_mean + 0.1

print(f"dose Q = {dose:.1e} cm^-2")
print(f"projected range Rp = {Rp:.1f} nm")
print(f"standard deviation sigma = {sigma:.1f} nm")
print(f"skewness gamma = {gamma:.2f} (dimensionless)")
print(f"kurtosis beta = {beta:.2f} (dimensionless)")
print(f"type IV kurtosis limit = {kurtosis_limit(gamma):.4f} (dimensionless)")
print(f"A = {A:.4f} (dimensionless)")
print(f"D = {D:.4f} (dimensionless)")
print(f"c0 = {p.c0:.2f} nm^2")
print(f"c2 = {p.c2:.6f} (dimensionless)")
print(f"formula offset a = {p.a:.4f} nm")
print(f"lower bound on offset = {abs(gamma) * sigma / 10:.2f} nm")
print(f"upper bound on offset = {abs(gamma) * sigma / 2:.2f} nm")
print(f"center offset s0 = {p.s0:.3f} nm")
print(f"width w = {p.w:.3f} nm")
print(f"exponent m = {p.m:.4f} (dimensionless)")
print(f"asymmetry nu = {p.nu:.4f} (dimensionless)")
print(f"quadrature mean depth = {Rp + mean:.4f} nm")
print(f"quadrature standard deviation = {sd:.4f} nm")
print(f"quadrature skewness = {skew:.5f} (dimensionless)")
print(f"quadrature kurtosis = {kurt:.5f} (dimensionless)")
print(f"numerical peak depth = {Rp + mode:.4f} nm")
print(f"half-dose depth = {Rp + median:.3f} nm")
print(f"dose fraction deeper than Rp = {deeper_fraction:.4f}")
print(f"log slope at Rp = {slope:.6f} nm^-1")
print(f"concentration at Rp = {mean_concentration:.4e} cm^-3")
print(f"peak concentration = {peak_concentration:.4e} cm^-3")
print(f"Gaussian peak estimate = {gaussian_peak:.4e} cm^-3")
print(f"q at the peak = {q_mode:.2f} nm^2")
print(f"concentration ratio Rp/peak = {ratio_exact:.5f}")
print(f"quadratic estimate of ratio = {ratio_estimate:.5f}")
print(f"deep implant: retained dose fraction = {deep_fraction:.6f}")
print(f"deep implant: retained mean depth = {deep_mean:.4f} nm")
print(f"shallow implant: full-line Rp = {shallow_Rp:.1f} nm")
print(f"shallow implant: peak depth = {shallow_Rp + mode:.3f} nm")
print(f"shallow implant: retained dose fraction = {shallow_fraction:.4f}")
print(f"shallow implant: retained mean depth = {shallow_mean:.3f} nm")
print(f"Weibull shape = {shape:.2f}, scale = {scale:.1f} nm")
print(f"Weibull skewness = {wb_skew:.5f} (dimensionless)")
print(f"Weibull mean depth = {wb_mean:.4f} nm")
print(f"Weibull peak depth = {wb_mode:.4f} nm")
print(f"random type IV profiles tested = {number_of_profiles}")
print(f"smallest |offset|/(|gamma| sigma) = {min(offset_ratios):.4f}")
print(f"largest |offset|/(|gamma| sigma) = {max(offset_ratios):.4f}")
print(f"moment pairs tested for type = {number_of_pairs}")
print(f"pairs found to be type IV = {count_type_iv}")
print("all assertions hold")
```

Printed output:

```
dose Q = 1.0e+14 cm^-2
projected range Rp = 300.0 nm
standard deviation sigma = 70.0 nm
skewness gamma = -0.80 (dimensionless)
kurtosis beta = 5.00 (dimensionless)
type IV kurtosis limit = 4.2388 (dimensionless)
A = 24.3200 (dimensionless)
D = 2.0800 (dimensionless)
c0 = 3642.76 nm^2
c2 = 0.085526 (dimensionless)
formula offset a = 18.4211 nm
lower bound on offset = 5.60 nm
upper bound on offset = 28.00 nm
center offset s0 = 107.692 nm
width w = 176.053 nm
exponent m = 5.8462 (dimensionless)
asymmetry nu = 5.9288 (dimensionless)
quadrature mean depth = 300.0000 nm
quadrature standard deviation = 70.0000 nm
quadrature skewness = -0.80000 (dimensionless)
quadrature kurtosis = 5.00000 (dimensionless)
numerical peak depth = 318.4211 nm
half-dose depth = 307.060 nm
dose fraction deeper than Rp = 0.5439
log slope at Rp = 0.005057 nm^-1
concentration at Rp = 6.1178e+18 cm^-3
peak concentration = 6.4188e+18 cm^-3
Gaussian peak estimate = 5.6992e+18 cm^-3
q at the peak = 3332.45 nm^2
concentration ratio Rp/peak = 0.95311
quadratic estimate of ratio = 0.95036
deep implant: retained dose fraction = 0.998309
deep implant: retained mean depth = 300.6111 nm
shallow implant: full-line Rp = 50.0 nm
shallow implant: peak depth = 68.421 nm
shallow implant: retained dose fraction = 0.7930
shallow implant: retained mean depth = 76.710 nm
Weibull shape = 3.45, scale = 100.0 nm
Weibull skewness = 0.03783 (dimensionless)
Weibull mean depth = 89.9065 nm
Weibull peak depth = 90.5549 nm
random type IV profiles tested = 40
smallest |offset|/(|gamma| sigma) = 0.2199
largest |offset|/(|gamma| sigma) = 0.4213
moment pairs tested for type = 2000
pairs found to be type IV = 735
all assertions hold
```
